\section*{Why the triangular-well subband spacing ratio is 0.819 in each ladder}

\section*{Question}

I am working on the subbands of a MOS inversion layer in the triangular-well approximation: a uniform field $F$ pushes the electron against a hard wall at the oxide. An exercise asks me to show that the second spacing divided by the first,
\[
R=\frac{E_3-E_2}{E_2-E_1},
\]
is $0.819$ regardless of mass and field, and to contrast this with a harmonic well and a hard-wall square well.

I tried numbers first. For silicon (100) at $0.5$ MV/cm, with masses $0.916\,m_0$ and $0.19\,m_0$ normal to the surface, my lowest three levels are $109.9$, $185.7$ and $192.2$ meV. That gives $R=0.086$. What am I doing wrong, how can the mass and field drop out, and why is the number below one?

\section*{Answer}

Your energies are right, but they do not belong to one sequence. Of the six conduction-band valleys of silicon, two present the heavy mass to a (100) surface and four present the light mass. Each mass has its own ladder of levels, and your list takes its second entry from the light ladder. The statement about $R$ holds for three successive levels of the same ladder.

\subsection*{Removing the mass and the field}

Let $e>0$ be the elementary charge, $z>0$ the depth into the silicon, and $m$ the mass normal to the surface. Motion parallel to the surface separates and adds its own kinetic energy, so the subband bottoms follow from
\begin{equation}
-\frac{\hbar^2}{2m}\psi''+eFz\,\psi=E\psi,\qquad \psi(0)=0,\quad \psi(\infty)=0 .
\end{equation}
Put $z=L\zeta$. The kinetic term acquires the factor $\hbar^2/(2mL^2)$ and the potential the factor $eFL$. Choose $L$ to make them equal:
\begin{equation}
L=\left(\frac{\hbar^2}{2meF}\right)^{1/3},\qquad
E_0=eFL=\left(\frac{\hbar^2e^2F^2}{2m}\right)^{1/3}.
\end{equation}
Dividing by $E_0$ and writing $\varepsilon=E/E_0$ gives $-d^2\psi/d\zeta^2+\zeta\psi=\varepsilon\psi$. With $s=\zeta-\varepsilon$ and $\psi=u(s)$,
\begin{equation}
u''=s\,u,\qquad u(-\varepsilon)=0,\qquad u(\infty)=0 .
\end{equation}
No parameter is left, so the allowed $\varepsilon_n$ are pure numbers and $E_n=\varepsilon_nE_0$. The factor $E_0\propto F^{2/3}m^{-1/3}$ cancels in $R$. This proves the independence; the value still has to be found.

\subsection*{The decaying solution}

Inserting $u=\sum a_ks^k$ gives $a_2=0$ and $(k+3)(k+2)a_{k+3}=a_k$. Two independent solutions are
\begin{equation}
f=1+\frac{s^3}{6}+\frac{s^6}{180}+\dots,\qquad
g=s+\frac{s^4}{12}+\frac{s^7}{504}+\dots
\end{equation}
Both grow for large positive $s$, so we need the combination in which the growth cancels. The Wronskian $fg'-f'g$ has derivative $fg''-f''g=0$ and equals $1$ at $s=0$. Therefore
\begin{equation}
\left(\frac fg\right)'=\frac{f'g-fg'}{g^2}=-\frac1{g^2}.
\end{equation}
For $s>0$ the ratio $f/g$ is positive and falling, so it has a limit $\kappa$. Integrating from $s$ to infinity and multiplying by $g$ gives
\begin{equation}
D(s)\equiv f-\kappa g=g(s)\int_s^\infty\frac{dt}{g(t)^2}>0 .
\end{equation}
Since $g'$ increases for $s>0$, the integral is at most $\frac{1}{g'(s)}\int_s^\infty g'\,dt/g^2=1/[g'(s)g(s)]$. Hence $0<D<1/g'(s)$, which tends to zero. Any other solution is a multiple of $D$ plus a multiple of the growing $g$, so $D$ is the one we want. It is the Airy function $\mathrm{Ai}$ up to a constant factor.

The limit is reached quickly: $f/g=1.0801$, $0.7563$ and $0.72904$ at $s=1,2,4$, and $\kappa=0.7290111$.

\subsection*{The first three zeros}

Because $D>0$ for $s\ge0$, the condition $D(-\varepsilon)=0$ needs $\varepsilon>0$. Summing the series gives these sign changes:
\begin{center}
\begin{tabular}{ccc}
$D$ just before & $D$ just after & zero\\
$D(-2.3381)=1.46\times10^{-5}$ & $D(-2.3382)=-1.83\times10^{-4}$ & $\varepsilon_1=2.33811$\\
$D(-4.0879)=-1.12\times10^{-4}$ & $D(-4.0880)=1.14\times10^{-4}$ & $\varepsilon_2=4.08795$\\
$D(-5.5205)=1.46\times10^{-4}$ & $D(-5.5206)=-9.79\times10^{-5}$ & $\varepsilon_3=5.52056$
\end{tabular}
\end{center}

We must also know that no zero was skipped. Let $y(x)=D(-x)$, so $y''=-xy$. Suppose $a<b$ are neighbouring zeros with $b-a\le\pi/\sqrt b$. Take $y>0$ between them (change its sign if needed) and $v=\sin[\sqrt b\,(x-a)]$, also positive there. Then
\begin{equation}
(yv'-y'v)'=yv''-y''v=-(b-x)yv<0 .
\end{equation}
Integrated from $a$ to $b$, the left side is $-y'(b)v(b)\ge0$, a contradiction. Neighbouring zeros are therefore more than $\pi/\sqrt b$ apart.

An extra zero between $\varepsilon_1$ and $\varepsilon_2$ would need two gaps above $1.55$ inside $1.75$. One between $\varepsilon_2$ and $\varepsilon_3$ would need two gaps above $1.33$ inside $1.44$. A zero below $\varepsilon_1$ would have to lie below $x=0.29$. There $y$ starts at $1$ with slope $\kappa$, and while $y$ is positive $y\le1+\kappa x<1.22$. The slope then stays above $\kappa-1.22x^2/2>0$, so $y$ is rising and cannot vanish. The list is complete, and
\begin{equation}
R=\frac{5.52056-4.08795}{4.08795-2.33811}=\frac{1.43261}{1.74984}=0.8187 .
\end{equation}
Do not confuse this with the ratio of levels, $E_2/E_1=1.748$.

As an independent test, the original equation was diagonalized by finite differences on a fixed $0.01$ nm grid. The pairs $(0.067\,m_0,\,0.1)$, $(0.19\,m_0,\,0.5)$ and $(0.916\,m_0,\,1.0)$, with fields in MV/cm, all gave $R=0.8187$.

\subsection*{The harmonic and square wells}

For $V=\frac12m\omega^2x^2$ define $a=(m\omega x+ip)/\sqrt{2m\hbar\omega}$. From $[x,p]=i\hbar$ follow $[a,a^\dagger]=1$ and
\begin{equation}
a^\dagger a=\frac{m^2\omega^2x^2+p^2+im\omega[x,p]}{2m\hbar\omega}=\frac{H}{\hbar\omega}-\frac12 .
\end{equation}
If $a^\dagger a$ has eigenvalue $\nu$, then $a$ lowers it by one and $a^\dagger$ raises it by one. The squared norm of $a|\nu\rangle$ is $\nu$, which cannot be negative, so the descent must stop at $\nu=0$. Thus $E=\hbar\omega(\nu+\frac12)$ with $\nu=0,1,2,\dots$, all spacings are $\hbar\omega$, and $R=1$.

A hard wall at the centre keeps the states that vanish there, $\nu=1,3,5,\dots$. The spacings become $2\hbar\omega$, and $R$ is still $1$. So the triangular value is not caused by the wall alone: behind the same wall, a quadratic potential gives equal spacings.

For a hard-wall square well of width $w$, $\psi\propto\sin(n\pi z/w)$ and $E_n=\hbar^2\pi^2n^2/(2mw^2)$. Hence
\begin{equation}
R=\frac{9-4}{4-1}=\frac53 .
\end{equation}
Mass, $\omega$ and $w$ have cancelled here too. Independence of the parameters is shared by all three wells; the value of $R$ distinguishes their shapes.

\subsection*{Why the triangular spacings shrink}

Semiclassically, $\oint p\,dz=2\pi\hbar(n+\text{const})$. Since $\partial p/\partial E=m/p=1/v$, differentiating with respect to $E$ turns the left side into the classical bounce period $T$. The level spacing is therefore approximately $2\pi\hbar/T(E)$.

In the triangle the electron leaves the wall at speed $\sqrt{2E/m}$ and decelerates at $eF/m$, so
\begin{equation}
T=\frac{2\sqrt{2mE}}{eF},\qquad
\Delta E\approx\frac{\pi\hbar eF}{\sqrt{2mE}}=\frac{\pi E_0}{\sqrt\varepsilon},
\end{equation}
where the last step uses $\hbar/\sqrt{2m}=L\sqrt{E_0}$. A more energetic electron goes deeper and takes longer to return, so the levels crowd together. In the harmonic well $T$ is constant. In the box $T=2w/v$ falls with energy, and the levels spread.

Evaluated midway between the levels, the estimate gives spacings of $1.7526E_0$ and $1.4333E_0$, with ratio $0.818$. High in the triangular ladder, $\Delta E$ is small compared with $E$, so successive spacings become nearly equal and their ratio tends to one. The value $0.819$ belongs to the bottom three levels.

\subsection*{Your silicon numbers, sorted}

With $F=0.5$ MV/cm $=0.05$ V/nm and $m=0.916\,m_0$, $L=0.9405$ nm and $E_0=0.05\times0.9405$ eV $=47.02$ meV. Multiplying by $\varepsilon_n$:
\begin{center}
\begin{tabular}{lccccc}
ladder & $E_1$ & $E_2$ & $E_3$ & spacings & $R$\\
heavy (meV) & 109.9 & 192.2 & 259.6 & 82.3, 67.4 & 0.819\\
light (meV) & 185.7 & 324.7 & 438.6 & 139.0, 113.8 & 0.819
\end{tabular}
\end{center}
Your value was $(192.2-185.7)/(185.7-109.9)=0.086$, which mixes the rows. It also follows that a measured $R$ cannot tell you the field in an ideal triangular well. A single spacing can, if the mass is known.

\subsection*{How far a real silicon surface departs from this}

Take a surface with roughly $10^{18}$ cm$^{-3}$ acceptors at 300 K, representative of a heavily doped bulk n-channel transistor. The masses and material parameters used here are rough typical values. At $0.5$ MV/cm the band bending is $0.81$ eV and the estimated electron density is of order $10^7$ cm$^{-2}$, against $3.2\times10^{12}$ cm$^{-2}$ depletion charges. This is weak inversion, where the electrons' own charge is negligible. The corrections below are for the heavy ladder, each taken separately.

\paragraph{Depletion charge.} Uniform doping makes the field fall linearly to zero at $W=32.3$ nm, so $V=eF(z-z^2/2W)$. To first order the shift is $-eF\langle z^2\rangle/2W$. The average follows from $u''=su$, which gives
\begin{align}
u^2&=\frac{d}{ds}\left(su^2-u'^2\right),\\
su^2&=\frac13\frac{d}{ds}\left(s^2u^2-su'^2+uu'\right),\\
s^2u^2&=\frac15\frac{d}{ds}\left(s^3u^2-s^2u'^2+2suu'-u^2\right).
\end{align}
Integrate from $-\varepsilon$, where $u=0$, to infinity, and divide by the first result: $\langle s\rangle=-\varepsilon/3$ and $\langle s^2\rangle=\varepsilon^2/5$. With $z=L(s+\varepsilon)$,
\begin{equation}
\langle z^2\rangle=L^2\varepsilon^2\left(\frac15-\frac23+1\right)=\frac8{15}\left(\frac{E}{eF}\right)^2 .
\end{equation}
The downward shift grows as $E^2$, which compresses the upper spacing more. Diagonalization gives shifts of $-2.0$, $-6.3$ and $-11.6$ meV and $R=0.795$.

\paragraph{Penetration into the oxide.} For a finite barrier, $\psi\propto e^{qz}$ in the oxide. Continuity of $\psi$ and $\psi'/m$ gives $\psi(0)=\delta\,\psi'(0)$ with $\delta=m_{\rm ox}/(mq)$. To leading order this moves the wall to $z=-\delta$ and lowers every level by $eF\delta$. For a flat $3.1$ eV barrier and $m_{\rm ox}=0.5\,m_0$, $\delta=0.087$ nm. The shifts are $-4.33$, $-4.36$ and $-4.40$ meV, and $R$ stays at $0.819$.

\paragraph{Image potential.} Behind a thick oxide the electron is repelled by $C/z$ with $C=15.4$ meV nm. The levels rise by $13.1$, $9.3$ and $7.6$ meV. The first spacing loses the larger fraction, so $R$ rises to $0.837$. A transistor with this doping has a much thinner oxide, and the opposite image in the gate cancels most of the shift: with a metal gate behind $2$ nm of oxide the levels rise by only $3.0$, $1.0$ and $0.2$ meV, and $R=0.831$.

\paragraph{Nonparabolic band.} Replace the kinetic energy $K$ by $K-\alpha K^2$, with $\alpha\approx0.5$ eV$^{-1}$. Since $K\psi=(E-V)\psi=-sE_0\psi$, the first-order shift is $-\alpha E^2/5$, or $-1.2$, $-3.7$ and $-6.7$ meV. This gives $R=0.806$ (the form $E(1+\alpha E)=K$ solved in full gives $0.808$). The value $0.5$ eV$^{-1}$ is an average over the valley, however, and it overstates the effect for this ladder. The heavy ladder is quantized along the longitudinal axis, where the silicon band is nearly parabolic: local empirical-pseudopotential band structures give $\alpha\approx0.01$--$0.02$ eV$^{-1}$ in that direction, depending on the form factors, when the two sides of the minimum are averaged. The band is slightly asymmetric about its minimum, but this cancels to leading order between the inward and outward motion, and a semiclassical estimate leaves $R$ within $0.001$ of the ideal value.

\paragraph{A filled channel.} Now add $3\times10^{12}$ cm$^{-2}$ electrons, holding the depletion charge fixed. A self-consistent Hartree calculation with both ladders at 300 K gives heavy-ladder spacings of $90.2$ and $65.6$ meV, so $R=0.727$, about 11\% below the ideal value. The electrons screen the field, and the higher states, which reach deeper, feel a weaker one. This calculation includes the depletion curvature but leaves out exchange, correlation, the image potential and oxide penetration. Holding the depletion charge fixed is also an idealization: matching the Fermi level to the doped bulk raises it to about $3.8\times10^{12}$ cm$^{-2}$ and gives spacings of $99$ and $74$ meV, $R=0.745$. Adding the image potential at fixed depletion charge gives $R=0.74$. These two corrections add: applied together they give $R=0.76$. A rough zero-temperature local-density exchange-correlation term acts the other way: depending on the mass, valley count and permittivity assumed in it, it lowers $R$ by $0.01$ to $0.025$ and widens the first spacing by $8$ to $18$ meV. Combined with the two previous corrections it gives $R\approx0.74$. Oxide penetration lowers $R$ by only $0.002$ to $0.003$. The value is therefore uncertain by about $0.03$, with the variants lying between $0.70$ and $0.76$. Of the cases considered, this one moves $R$ furthest: the uniform field is the assumption that a conducting channel breaks.

\paragraph{Level width.} A rough mobility of $300$ cm$^2$/Vs, with the light mass along the surface, implies a collision width $\hbar/\tau\approx20$ meV for the heavy ladder (the same mobility with the larger in-plane conductivity mass of the light ladder would give about $12$ meV). The spacings within a ladder exceed it. The $6.5$ meV gap in your merged list is a hard-wall value: with the oxide barrier above, the light ladder drops by about $20$ meV against $4.4$ meV for the heavy one, so the gap opens to about $22$ meV ($19$ to $28$ meV for $m_{\rm ox}$ between $0.3$ and $1.0\,m_0$), comparable with the width. Random placement of the acceptors, whose mean spacing is about 10 nm, would also make the field vary along the surface; its effect on $R$ is not estimated here.

The numerical output below lists the ideal-well values, the first estimate of each correction and the basic Hartree case; the variants quoted in passing are not included in it.

\section*{Table of computed values}
\begin{verbatim}
Decaying solution D = f - kappa g
f/g at s = 1: 1.0801227
f/g at s = 2: 0.7562524
f/g at s = 4: 0.7290398
kappa = 0.7290111
eps1 = 2.33811; D(-2.3381) = 1.46e-05, D(-2.3382) = -1.83e-04
eps2 = 4.08795; D(-4.0879) = -1.12e-04, D(-4.0880) = 1.14e-04
eps3 = 5.52056; D(-5.5205) = 1.46e-04, D(-5.5206) = -9.79e-05
reduced spacings: 1.74984, 1.43261
triangular spacing ratio R = 0.81871
level ratio E2/E1 (a different quantity) = 1.7484
Finite-difference ratios, triangular well
m = 0.067 m0, F = 0.1 MV/cm: R = 0.8187
m = 0.190 m0, F = 0.5 MV/cm: R = 0.8187
m = 0.916 m0, F = 1.0 MV/cm: R = 0.8187
harmonic R = 1.0000; with central wall 1.0000
hard-wall square R = 1.6667
h/period spacings: 1.7526, 1.4333; ratio 0.8178
Si (100): F = 0.5 MV/cm, masses 0.916, 0.19 m0, 300 K
heavy-mass ladder: L = 0.9405 nm, E0 = 47.02 meV
heavy-mass E1, E2, E3 (meV): 109.9 192.2 259.6
heavy-mass spacings (meV): 82.3 67.4
heavy-mass mean depths (nm): 1.47 2.56 3.46
light-mass E1, E2, E3 (meV): 185.7 324.7 438.6
light-mass spacings (meV): 139.0 113.8
merged lowest three (meV): 109.9 185.7 192.2
false ratio from merged list = 0.086
doping 1e+18 cm^-3: W = 32.3 nm, bending 0.808 eV
depletion sheet density = 3.23e+12 cm^-2
depletion shifts (meV): -2.0 -6.3 -11.6
R with depletion curvature = 0.7952
weak-inversion electron density = 1.1e+07 cm^-2
oxide barrier 3.1 eV, mass 0.5 m0: delta = 0.0871 nm
penetration shifts (meV): -4.33 -4.36 -4.40
R with oxide penetration = 0.8187
image coefficient C = 15.38 meV nm
image shifts (meV): 13.1 9.3 7.6
R with image potential = 0.8365
nonparabolic shifts, alpha = 0.5/eV (meV): -1.2 -3.7 -6.7
R with nonparabolic band = 0.8061
Hartree, 3e+12 cm^-2 electrons: surface field 0.964 MV/cm
mean field 0.708 MV/cm, wall force/e 0.708 MV/cm
Hartree heavy-mass E1, E2, E3 (meV): 157.4 247.6 313.2
Hartree spacings (meV): 90.2 65.6
Hartree R = 0.7272; mean depth 1.56 nm
share in lowest heavy-mass subband = 0.791
thermal energy = 25.9 meV
collision width at 300 cm^2/Vs = 20.3 meV
weak-inversion oxide field = 1.50 MV/cm
mean acceptor spacing = 10.0 nm
\end{verbatim}
